# Hall's comparison theorem for Dirac gap levels in ordered central potentials

An electron is bound to a point charge, and then the charge is screened. The potential energy rises everywhere, and one expects every bound level to rise with it. For the Schrödinger operator this follows from the minimum principle: a larger operator has larger minima. The Dirac operator has spectrum reaching down to $-\infty$, so the mean energy has no minimum and this argument fails. The levels can still be followed while one potential is deformed into the other. Their slopes have a definite sign, but they must also be numbered in a way that the deformation cannot upset.

## Setting and statement

For a central potential energy $V(r)$ the Dirac equation separates into channels $\kappa=\pm1,\pm2,\dots$. In one channel the state is $u=(G,F)$, with upper and lower radial functions $G,F$ and norm $\|u\|^2=\int_0^\infty(|G|^2+|F|^2)\,dr$. Put

$$A=\frac{d}{dr}+\frac{\kappa}{r},\qquad A^\dagger=-\frac{d}{dr}+\frac{\kappa}{r},\qquad 
h_0=\begin{pmatrix}mc^2&\hbar cA^\dagger\\ \hbar cA&-mc^2\end{pmatrix},\qquad h=h_0+V .$$

The operator $h_0$ is first defined on smooth functions vanishing near $0$ and near infinity, and then closed. The closure is self-adjoint for $|\kappa|\ge1$, because the singular behaviour $r^{-|\kappa|}$ is not square integrable at the origin.

**Assumptions.** $V_a$ and $V_b$ are real, $V_a\le V_b$, and both satisfy

$$|V(r)|\le\frac{\nu\hbar c}{r},\qquad q=\frac{\nu}{|\kappa|-\frac12}<1. \tag{1}$$

**Numbering.** Eigenvalues in $(0,mc^2)$ are numbered upward from zero, $E_1<E_2<\dots$. Those in $(-mc^2,0)$ are numbered downward from zero, $E_{-1}>E_{-2}>\dots$.

**Theorem.** If $h_b=h_0+V_b$ has an $n$-th positive level, so does $h_a=h_0+V_a$, and $E_n^a\le E_n^b$. If $h_a$ has an $n$-th negative level, so does $h_b$, and $E_{-n}^a\le E_{-n}^b$. Both inequalities are strict if $V_a<V_b$ almost everywhere.

The proof uses the path

$$h_t=h_0+V_t,\qquad V_t=V_a+tW,\qquad W=V_b-V_a\ge0,\qquad 0\le t\le1 .$$

Since $V_t$ lies between $V_a$ and $V_b$, it obeys (1) for every $t$.

No $h_t$ is bounded below. Take a smooth real $f$ supported away from $0$ and infinity, with $\int f^2dr=1$, and set $G=f\sin pr$, $F=-f\cos pr$. As $p$ grows, the term $2\hbar c\int FG'\,dr$ in $\langle u,h_tu\rangle$ behaves as $-2\hbar cp\int f^2\cos^2(pr)\,dr\to-\hbar cp$, while all other terms stay bounded.

## Lemma 1: the potential is controlled by the free operator

*For $u$ in the domain of $h_0$, $\|Vu\|\le qT\le q\|h_0u\|$, where $T^2=\hbar^2c^2(\|AG\|^2+\|A^\dagger F\|^2)$.*

*Proof.* It suffices to take smooth functions of compact support in $(0,\infty)$; closure gives the rest. Expanding the two components of $h_0u$,

$$\|h_0u\|^2=\|mc^2G+\hbar cA^\dagger F\|^2+\|\hbar cAG-mc^2F\|^2=m^2c^4\|u\|^2+T^2. \tag{2}$$

The cross terms cancel because $\langle G,A^\dagger F\rangle=\langle AG,F\rangle$.

For real $G$, integration by parts gives $\int GG'/r\,dr=\frac12\int (G^2)'/r\,dr=\frac12\|G/r\|^2$. Therefore

$$0\le\left\|G'-\frac{G}{2r}\right\|^2=\|G'\|^2-\frac12\left\|\frac Gr\right\|^2+\frac14\left\|\frac Gr\right\|^2,$$

which is Hardy's inequality $\|G'\|^2\ge\frac14\|G/r\|^2$. The same integration by parts yields

$$\|AG\|^2=\|G'\|^2+(\kappa^2+\kappa)\left\|\frac Gr\right\|^2\ge\left(\kappa+\tfrac12\right)^2\left\|\frac Gr\right\|^2 .$$

Replacing $\kappa$ by $-\kappa$ gives $\|A^\dagger F\|^2\ge(\kappa-\frac12)^2\|F/r\|^2$. Complex functions follow by adding real and imaginary parts. The smaller of $|\kappa\pm\frac12|$ is $|\kappa|-\frac12$, so

$$T\ge\hbar c\left(|\kappa|-\tfrac12\right)\|u/r\| .$$

With (1), $\|Vu\|\le\nu\hbar c\|u/r\|\le qT$, and $T\le\|h_0u\|$ by (2). ∎

Since $q<1$, the Kato–Rellich theorem makes every $h_t$ self-adjoint on the domain of $h_0$.

## Lemma 2: the gap contains isolated levels, and none near zero

*In $(-mc^2,mc^2)$ the spectrum of $h_t$ consists of isolated simple eigenvalues, and each satisfies*

$$|E|\ge mc^2\sqrt{1-q^2}. \tag{3}$$

*Proof that the spectrum is discrete.* By (2), $\|h_0u\|\ge mc^2\|u\|$, so the free operator has no spectrum in the gap. The resolvents differ by

$$(h_t-i)^{-1}-(h_0-i)^{-1}=-\left[|V_t|^{1/2}(h_t+i)^{-1}\right]^*\operatorname{sgn}(V_t)\,|V_t|^{1/2}(h_0-i)^{-1}.$$

The first factor is bounded, because $\||V_t|^{1/2}u\|^2\le\nu\hbar c\|u\|\,\|u/r\|$, and Lemma 1 bounds $\|u/r\|$ by a multiple of $\|h_0u\|\le\|h_tu\|/(1-q)$.

The last factor, $|V_t|^{1/2}(h_0-i)^{-1}$, is compact. To see this, let $u_j$ converge weakly to zero with $\|h_0u_j\|$ bounded. For $0<\delta<L$,

$$\int_0^\infty\frac{|u_j|^2}{r}dr\le\delta\left\|\frac{u_j}{r}\right\|^2+\frac1\delta\int_\delta^L|u_j|^2dr+\frac{\|u_j\|^2}{L}.$$

The derivatives of $u_j$ are bounded in norm, since $G'=AG-\kappa G/r$ and similarly for $F$. Rellich's compactness theorem on $[\delta,L]$ then sends the middle term to zero. The outer terms are made small by the choice of $\delta$ and $L$.

The resolvent difference is therefore compact. By Weyl's theorem $h_t$ has the same essential spectrum as $h_0$, so within the gap it has only isolated eigenvalues of finite multiplicity.

*Proof of simplicity.* The equation $h_tu=Eu$ reads

$$G'=-\frac{\kappa}{r}G+\frac{E+mc^2-V_t}{\hbar c}F,\qquad F'=\frac{\kappa}{r}F-\frac{E-mc^2-V_t}{\hbar c}G .$$

For two eigenfunctions at the same $E$, let $w=G_1F_2-G_2F_1$. In $w'$ the $\kappa$ terms cancel in pairs, and the remaining terms are antisymmetric differences of $F_1F_2$ and of $G_1G_2$, which vanish. So $w$ is constant. It is also integrable on $(0,\infty)$, being built from products of square-integrable functions, and hence $w=0$. The two solutions are proportional at one point, and therefore everywhere.

*Proof of (3).* Let $\|u\|=1$. From $(h_0-E)u=-V_tu$, the triangle inequality, (2) and Lemma 1,

$$\sqrt{m^2c^4+T^2}-|E|\le\|(h_0-E)u\|=\|V_tu\|\le qT .$$

The Cauchy–Schwarz inequality for the vectors $(\sqrt{1-q^2},q)$ and $(mc^2,T)$ gives $\sqrt{1-q^2}\,mc^2+qT\le\sqrt{m^2c^4+T^2}$. Combining the two proves (3). ∎

Inequality (3) replaces the missing lower bound. The operator has no lowest energy, but zero is a fixed energy inside the gap, never itself an eigenvalue, that no level can pass.

## Lemma 3: the Hellmann–Feynman slope

*Near each $s$, a gap eigenvalue $E_s$ of $h_s$ continues to one continuous branch $E_t$ of simple eigenvalues, and with normalized eigenvectors*

$$\frac{dE_t}{dt}=\langle u_t,Wu_t\rangle\ge0. \tag{4}$$

*Proof.* Since $|W|\le2\nu\hbar c/r$, Lemma 1 gives $\|Wu\|\le2q\|h_0u\|$. Also $\|h_su\|\ge(1-q)\|h_0u\|$, so

$$\|Wu\|\le C\|h_su\|,\qquad C=\frac{2q}{1-q}. \tag{5}$$

Draw a small circle around $E_s$ that encloses no other spectrum of $h_s$. For $z$ on it,

$$h_t-z=\left[1+(t-s)W(h_s-z)^{-1}\right](h_s-z).$$

By (5) the operator $W(h_s-z)^{-1}$ is bounded uniformly on the circle. For small $|t-s|$ the bracket is inverted by a geometric series, and $(h_t-z)^{-1}\to(h_s-z)^{-1}$ uniformly. The projections $P_t$, obtained by integrating the resolvent around the circle, converge in norm. Their rank therefore stays one, and one eigenvalue $E_t$ lies inside. The circle may be as small as desired, so $E_t\to E_s$. The vectors $u_t=P_tu_s/\|P_tu_s\|$ converge to $u_s$.

Now evaluate $\langle u_s,(h_t-h_s)u_t\rangle$ in two ways, letting $h_t$ act to the right and $h_s$ to the left:

$$(E_t-E_s)\langle u_s,u_t\rangle=(t-s)\langle Wu_s,u_t\rangle .$$

Divide by $t-s$ and let $t\to s$. Since $Wu_s$ is a fixed square-integrable function, the limit is (4) at $t=s$. The sign follows from $W\ge0$. ∎

The slope is continuous in $t$, because $\|Wu_t\|\le C|E_t|$ is bounded and

$$\langle u_t,Wu_t\rangle-\langle u_s,Wu_s\rangle=\langle u_t-u_s,Wu_t\rangle+\langle Wu_s,u_t-u_s\rangle\to0 .$$

Equation (4) can therefore be integrated along a branch.

## Proof of the theorem

Take the lowest $n$ positive levels of $h_b$ and follow each one backward from $t=1$. Suppose a branch has been followed down to, but not including, some $t_0$. By (4) it does not rise on the way back, so it stays below its starting value, which is less than $mc^2$. By (3) it stays above $mc^2\sqrt{1-q^2}$. It therefore has a limit $E_*$ inside the gap.

This $E_*$ belongs to the spectrum of $h_{t_0}$. Otherwise the geometric series of Lemma 3 would keep a neighbourhood of $E_*$ free of spectrum for all $t$ near $t_0$. Lemma 3 then continues the branch through $t_0$, and so it reaches $t=0$.

Two branches that meet at one $t$ agree near it, because the local branch is unique. By continuity they then agree along the whole path. The $n$ branches, distinct at $t=1$, are thus distinct at $t=0$. They supply $n$ positive levels of $h_a$, none above $E_n^b$. Hence $E_n^a$ exists and $E_n^a\le E_n^b$.

For negative energies, follow the highest $n$ negative levels of $h_a$ forward. They do not fall, and (3) stops them below zero. They end as $n$ distinct negative levels of $h_b$, none below $E_{-n}^a$, which gives $E_{-n}^b\ge E_{-n}^a$. If $W>0$ almost everywhere, the slope (4) is positive for every normalized state, and each inequality is strict. ∎

**Corollary.** If $E_n^b$ exists, then

$$E_n^b-E_n^a=\int_0^1\langle u_t,Wu_t\rangle\,dt, \tag{6}$$

with $u_t$ on the branch ending at $E_n^b$. This branch does start at $E_n^a$: branches cannot cross, and a positive level lying below a surviving one cannot escape through $mc^2$, so it survives too. The order number is preserved.

Higher positive levels of $h_a$ may be lost at $mc^2$. For $V_b=0$ all of them are. This is why the existence claim runs from $b$ to $a$ for positive levels, and from $a$ to $b$ for negative ones.

## A screened point charge

Take $Z=50$ and $\kappa=-1$, with

$$V_a=-\frac{\nu\hbar c}{r},\qquad V_b=-\frac{\nu\hbar c}{r}e^{-\mu r},\qquad \mu^{-1}=30\ \text{pm}.$$

Here $\nu=0.36487$, so $q=\nu/\frac12=0.72974$ and the assumptions hold. The bound (3) excludes levels with $|E|<0.683\,mc^2$. It is a barrier and not an estimate of a level: the lowest Coulomb level lies at $0.931\,mc^2$. For weak coupling the barrier lies $mc^2q^2/2=2\nu^2mc^2$ below $mc^2$, four times the leading Coulomb binding $\nu^2mc^2/2$.

The computed energies $E-mc^2$ and their differences, in keV, are

| $n$ | Coulomb | screened | difference |
|---|---:|---:|---:|
| 1 | −35.229 | −32.888 | 2.341 |
| 2 | −8.884 | −6.709 | 2.175 |
| 3 | −3.914 | −1.989 | 1.9245 |

All three levels rise. The integral (6), evaluated from basis-set eigenvectors, gives the same shifts to the digits shown, while the differences come from separate integration of the radial equations. At $t=0.5$ the finite-difference slopes for $n=1$ and $n=2$ are 2.341 and 2.175 keV, in agreement with $\langle W\rangle$.

An upper limit on the shifts follows from $1-e^{-\mu r}\le\mu r$:

$$0\le W=\nu\hbar c\,\frac{1-e^{-\mu r}}{r}\le\nu\hbar c\mu .$$

With $\hbar/(mc)=0.386159$ pm and $mc^2=510.999$ keV,

$$\nu\hbar c\mu=0.364868\times\frac{0.386159}{30.0}\times510.999\ \text{keV}=2.400\ \text{keV}.$$

In the limit of weak screening, $\mu r\ll1$ over the extent of the state, the ratio of the shift to $\nu\hbar c\mu$ tends to one. Here the shift of the ground level comes within 2.5% of $\nu\hbar c\mu$; that of the third falls short by 20%. Since $W$ decreases with $r$, the more extended higher states have smaller mean values of $W$ here.

Reversing both signs tests the negative levels. The screened repulsion is now the lower potential, and its highest negative level lies 6.672 keV above $-mc^2$. For the unscreened repulsion the distance is 8.884 keV, so this level too is ordered as the theorem requires.

These numbers belong to a single electron and a fixed point charge. Nuclear size, recoil and radiative corrections are left out.

## Why the numbering must start at a barrier

Suppose that levels were numbered upward from $-mc^2$, with no restriction on the potential. A square well, $V=-U$ for $r<R$ and zero outside, shows what goes wrong. For $\kappa=-1$ the inner solution has $G=\sin pr$ with $(\hbar cp)^2=(E+U)^2-m^2c^4$. The outer one has $G\propto e^{-\lambda r}$ with $\hbar c\lambda=\sqrt{m^2c^4-E^2}$. The equation for $G'$ gives $F$ on each side, and continuity of $F/G$ at $R$ requires

$$\frac{p\cot pR-1/R}{E+U+mc^2}=-\frac{\lambda+1/R}{E+mc^2}.$$

As $E\to-mc^2$ the right side tends to $-\infty$, which forces $pR\to k\pi$ with $k=1,2,\dots$. The first level to reach the lower continuum has $k=1$, at the depth

$$U_c=mc^2+\sqrt{m^2c^4+\left(\frac{\pi\hbar c}{R}\right)^2}.$$

For $R=2\hbar/(mc)$ this is $2.862\,mc^2$. At $U=2.6\,mc^2$ the gap levels are $-0.783$ and $0.383$; at $U=3.2\,mc^2$ they are $-0.108$ and $0.989$, all in units of $mc^2$. The deeper well is the lower potential, yet its lowest gap level is the higher one.

No level has moved the wrong way. The well's former lowest level has left the gap, and the next one, fallen from $0.383$ to $-0.108$, has inherited its number. Condition (1) is far from satisfied here, since $r|V|$ reaches $UR=5.2\,\hbar c$ even in the shallower well, and zero is no barrier: the falling level passes through it, so counting from zero also gives the wrong order, $0.989$ in the deeper well against $0.383$ in the shallower. An energy such as $-0.5\,mc^2$, which no level crosses between the two depths, gives the right order, $-0.108$ below $0.383$. Nor does (1) rescue the count from $-mc^2$: the screened attraction above has its lowest gap level at $0.936\,mc^2$, while the screened repulsion, a higher potential that also obeys (1), has a level near $-mc^2$.

Condition (1) is sufficient, not necessary. For $\kappa=\pm1$ it requires $\nu<\frac12$, which for point charges means $Z\le68$. The counting can start from any fixed energy in the gap that is not an eigenvalue anywhere on the path, ends included, provided that the gap contains only isolated simple levels and that these continue as in Lemma 3. Where such an energy is known by other means, the same tracing argument orders the levels counted from it.

## Computed values

```
Nuclear charge number Z = 50, kappa = -1
Screening length = 30.0 pm
Rest energy mc^2 = 510.9990 keV
Length hbar/(mc) = 0.386159 pm
Coulomb strength nu = 0.364868
Relative bound q = 0.729735
Barrier sqrt(1-q^2) = 0.683730 mc^2
Barrier energy = 349.385 keV
Hardy ratio, kappa=-2: smallest 2.2600, bound 2.2500
Hardy ratio, kappa=-1: smallest 0.2600, bound 0.2500
Hardy ratio, kappa=1: smallest 2.2600, bound 2.2500
Hardy ratio, kappa=2: smallest 6.2600, bound 6.2500
t=0.0 n=1: E-mc^2 = -35.22857 keV, <W> = 2.34071 keV
t=0.0 n=2: E-mc^2 = -8.88438 keV, <W> = 2.17643 keV
t=0.0 n=3: E-mc^2 = -3.91381 keV, <W> = 1.93370 keV
t=0.5 n=1: E-mc^2 = -34.05823 keV, <W> = 2.34067 keV
t=0.5 n=2: E-mc^2 = -7.79645 keV, <W> = 2.17527 keV
t=0.5 n=3: E-mc^2 = -2.94916 keV, <W> = 1.92470 keV
t=1.0 n=1: E-mc^2 = -32.88790 keV, <W> = 2.34064 keV
t=1.0 n=2: E-mc^2 = -6.70911 keV, <W> = 2.17407 keV
t=1.0 n=3: E-mc^2 = -1.98931 keV, <W> = 1.91446 keV
Finite-difference dE/dt at t=0.5, n=1: 2.34067 keV
Finite-difference dE/dt at t=0.5, n=2: 2.17527 keV
n=1: E_b-E_a = 2.34067 keV, integral of <W> = 2.34067 keV
n=2: E_b-E_a = 2.17526 keV, integral of <W> = 2.17526 keV
n=3: E_b-E_a = 1.92450 keV, integral of <W> = 1.92450 keV
Lowest Coulomb level E_a = 0.931059 mc^2
Repulsive screened: E+mc^2 = 6.67193 keV
Repulsive Coulomb: E+mc^2 = 8.88438 keV
Lowest matrix eigenvalue, 20 functions per component: -3.920 mc^2
Lowest matrix eigenvalue, 40 functions per component: -7.429 mc^2
Well radius = 2.0 hbar/(mc)
Critical well depth = 2.862096 mc^2
Well depth 2.6 mc^2: gap levels -0.78299, 0.38286 mc^2
Well depth 3.2 mc^2: gap levels -0.10799, 0.98946 mc^2
```
